# Height-index correlation in grating fits and the value of another angle: test program

```python
"""Height-index correlation in grating reflectance, and a second angle.

Result under test: at one incidence angle dR/dln(h) and dR/dln(n) are nearly
parallel. For two angles the information on ln(n), with ln(h) also fitted, is
  S1 + S2 + A1*A2/(A1+A2)*(G1-G2)**2   (divided by the noise variance),
where a=dR/dln(h), c=dR/dln(n), A=a.a, G=a.c/A, S=c.c-A*G**2 at each angle.
h: line height, n: line index, R: zeroth-order TE reflectance.
TE: electric field along the lines; plane of incidence across the lines.
Lengths are in nm. Normal wavevector components q are in units of 2*pi/lambda.
"""
import numpy as np
from scipy.optimize import brentq

PERIOD, FILL, HEIGHT, INDEX, SUBSTRATE = 120.0, 0.5, 450.0, 1.65, 2.0
NOISE = 2.0e-4
WAVES = np.arange(450.0, 801.0, 10.0)


def grating(height, index, angle, period=PERIOD, fill=FILL,
            substrate=SUBSTRATE, orders=5):
    """Rigorous coupled-wave reflectance and transmittance, all orders."""
    m = np.arange(-orders, orders + 1)
    eye = np.eye(m.size)
    kx = np.sin(np.radians(angle)) + m * WAVES[:, None] / period
    diff = m[:, None] - m[None, :]
    permittivity = eye + (index**2 - 1) * fill * np.sinc(fill * diff)
    values, W = np.linalg.eigh(permittivity - kx[:, :, None]**2 * eye)
    Q = np.sqrt(values + 0j)
    X = np.exp(2j * np.pi * height / WAVES[:, None] * Q)
    q_in = np.sqrt(1 - kx**2 + 0j)
    q_out = np.sqrt(substrate**2 - kx**2 + 0j)
    WQ = W * Q[:, None, :]
    top, bottom = q_in[:, :, None] * W, q_out[:, :, None] * W
    system = np.block([[top + WQ, (top - WQ) * X[:, None, :]],
                       [(bottom - WQ) * X[:, None, :], bottom + WQ]])
    source = np.zeros((WAVES.size, 2 * m.size, 1), complex)
    source[:, orders, 0] = 2 * q_in[:, orders]
    amp = np.linalg.solve(system, source)[:, :, 0]
    down, up = amp[:, :m.size], amp[:, m.size:]
    r = np.einsum('lij,lj->li', W, down + X * up)
    r[:, orders] -= 1
    t = np.einsum('lij,lj->li', W, X * down + up)
    incident = q_in[:, orders].real
    R = np.sum(abs(r)**2 * q_in.real, axis=1) / incident
    T = np.sum(abs(t)**2 * q_out.real, axis=1) / incident
    return R, T


def layer_q(index, angle, fill=FILL):
    s2 = np.sin(np.radians(angle))**2
    eps = fill * index**2 + 1 - fill
    return np.sqrt(1 - s2), np.sqrt(eps - s2), np.sqrt(SUBSTRATE**2 - s2)


def layer_reflectance(height, index, angle, fill=FILL):
    """Fresnel coefficients and summed multiple reflections."""
    q0, q1, q2 = layer_q(index, angle, fill)
    r01, r12 = (q0 - q1) / (q0 + q1), (q1 - q2) / (q1 + q2)
    phase = np.exp(4j * np.pi * height * q1 / WAVES)
    return abs((r01 + r12 * phase) / (1 + r01 * r12 * phase))**2


def layer_formula(angle):
    """Closed-form sensitivities to ln(h) and ln(n)."""
    q0, q1, q2 = layer_q(INDEX, angle)
    beta = 2 * np.pi * HEIGHT * q1 / WAVES
    D = ((q0 + q2) * np.cos(beta))**2 \
        + ((q1 + q0 * q2 / q1) * np.sin(beta))**2
    K = (q1**2 - q0**2) * (q1**2 - q2**2) / q1**2
    a = 4 * q0 * q2 / D**2 * beta * K * np.sin(2 * beta)
    b = 8 * q0 * q2 / D**2 * (q1**2 - (q0 * q2 / q1)**2) * np.sin(beta)**2
    gamma = FILL * INDEX**2 / q1**2
    return np.column_stack((a, gamma * (a + b))), gamma


def jacobian(model, height=HEIGHT, index=INDEX, step=1e-4):
    dh = model(height * (1 + step), index) - model(height * (1 - step), index)
    dn = model(height, index * (1 + step)) - model(height, index * (1 - step))
    return np.column_stack((dh, dn)) / (2 * step)


def grating_jacobian(angle, step=1e-4, **options):
    return jacobian(lambda h, n: grating(h, n, angle, **options)[0], step=step)


def column_cosine(J):
    return J[:, 0] @ J[:, 1] / np.prod(np.linalg.norm(J, axis=0))


def summary(J):
    """Condition number, estimate correlation, std of h and n."""
    cov = NOISE**2 * np.linalg.inv(J.T @ J)
    std = np.sqrt(np.diag(cov))
    kappa = np.linalg.cond(J / np.linalg.norm(J, axis=0))
    return kappa, cov[0, 1] / np.prod(std), std[0] * HEIGHT, std[1] * INDEX


def rms(x):
    return np.sqrt(np.mean(x**2))


# The grating solver: energy, uniform film, convergence, exact lamellar mode.
for angle in (0.0, 60.0):
    R, T = grating(HEIGHT, INDEX, angle)
    assert np.max(abs(R + T - 1)) < 1e-9
    uniform = grating(HEIGHT, INDEX, angle, fill=1.0)[0]
    assert np.allclose(uniform, layer_reflectance(HEIGHT, INDEX, angle, 1.0),
                       atol=1e-10)
    finer = grating(HEIGHT, INDEX, angle, orders=12)[0]
    assert np.max(abs(R - finer)) < 5e-4

    wave, s = WAVES[0], np.sin(np.radians(angle))
    k = 2 * np.pi / wave

    def mode_equation(q_squared):
        u = k * np.sqrt(INDEX**2 - q_squared + 0j)
        v = k * np.sqrt(1 - q_squared + 0j)
        x, y = u * FILL * PERIOD, v * (1 - FILL) * PERIOD
        bloch = np.cos(x) * np.cos(y) \
            - 0.5 * (u / v + v / u) * np.sin(x) * np.sin(y)
        return bloch.real - np.cos(k * s * PERIOD)

    mean = FILL * INDEX**2 + 1 - FILL - s**2
    exact_mode = brentq(mode_equation, mean - 0.05, mean + 0.2)
    m = np.arange(-12, 13)
    fourier = np.eye(25) + (INDEX**2 - 1) * FILL \
        * np.sinc(FILL * (m[:, None] - m[None, :]))
    fourier_mode = np.linalg.eigvalsh(
        fourier - np.diag((s + m * wave / PERIOD)**2))[-1]
    assert abs(exact_mode - fourier_mode) < 1e-4

# The layer picture is the short-period limit, with error of second order.
layer_errors = [np.max(abs(grating(HEIGHT, INDEX, 0.0, period=p)[0]
                          - layer_reflectance(HEIGHT, INDEX, 0.0)))
                for p in (60.0, 30.0)]
assert 3.0 < layer_errors[0] / layer_errors[1] < 5.0

# Closed-form layer sensitivities against differences of the Fresnel result.
for angle in (0.0, 60.0):
    numeric = jacobian(lambda h, n: layer_reflectance(h, n, angle), step=1e-5)
    assert np.allclose(numeric, layer_formula(angle)[0], atol=1e-6)

# At q1**2 = q0*q2 one angle is exactly blind to one combination.
matched_index = np.sqrt((SUBSTRATE - 1 + FILL) / FILL)
matched = jacobian(lambda h, n: layer_reflectance(h, n, 0.0),
                   index=matched_index, step=1e-5)
assert 1 - abs(column_cosine(matched)) < 1e-8

# Grating sensitivities and the measurement plans.
J0, J60 = grating_jacobian(0.0), grating_jacobian(60.0)
assert np.allclose(J0, grating_jacobian(0.0, step=2e-4), atol=1e-4)
assert np.allclose(J60, grating_jacobian(60.0, step=2e-4), atol=1e-4)
both = np.vstack((J0, J60))
plans = {"0 deg once": J0, "0 deg twice": np.vstack((J0, J0)),
         "60 deg once": J60, "0 and 60 deg": both}
results = {name: summary(J) for name, J in plans.items()}
for name, J in plans.items():
    cosine = column_cosine(J)
    assert np.isclose(results[name][0], 1 / np.tan(np.arccos(cosine) / 2))
    assert np.isclose(results[name][1], -cosine)
once, twice = results["0 deg once"], results["0 deg twice"]
pair = results["0 and 60 deg"]
assert np.isclose(once[0], twice[0])
assert np.allclose(np.array(once[2:]) / np.array(twice[2:]), np.sqrt(2))
assert pair[0] < once[0] and pair[0] < results["60 deg once"][0]
assert pair[2] < twice[2] and pair[3] < twice[3]

# Split of the index information against inversion of the full matrix.
parts = []
for J in (J0, J60):
    A = J[:, 0] @ J[:, 0]
    G = J[:, 0] @ J[:, 1] / A
    parts.append((A, G, J[:, 1] @ J[:, 1] - A * G**2))
(A1, G1, S1), (A2, G2, S2) = parts
between = A1 * A2 / (A1 + A2) * (G1 - G2)**2
total = S1 + S2 + between
assert np.isclose(1 / np.linalg.inv(both.T @ both)[1, 1], total)
gammas = [layer_formula(angle)[1] for angle in (0.0, 60.0)]
assert np.allclose((G1, G2), gammas, rtol=0.2)

# Finite move along the direction that is almost hidden at normal incidence.
n_new = 1.01 * INDEX
h_new = HEIGHT * 1.01**(-G1)
base0, base60 = (grating(HEIGHT, INDEX, x)[0] for x in (0.0, 60.0))
change_plain = rms(grating(HEIGHT, n_new, 0.0)[0] - base0)
change_hidden = rms(grating(h_new, n_new, 0.0)[0] - base0)
change_seen = rms(grating(h_new, n_new, 60.0)[0] - base60)
assert change_hidden < 0.2 * change_plain
assert change_seen > 3 * change_hidden

# More data can worsen conditioning although both variances cannot grow.
small = np.array([[1.0, 1.0], [0.0, 0.1]])
larger = np.vstack((small, [3.0, 3.0]))
small_result, larger_result = summary(small), summary(larger)
assert larger_result[0] > small_result[0]
assert larger_result[2] <= small_result[2] * (1 + 1e-10)
assert larger_result[3] <= small_result[3] * (1 + 1e-10)

# Nonlinear fits to noisy spectra against the predicted standard deviations.
rng = np.random.default_rng(12)
TRIALS = 150


def fitted_std(angles):
    def model(p):
        return np.concatenate([grating(HEIGHT * (1 + p[0]),
                                       INDEX * (1 + p[1]), x, orders=3)[0]
                               for x in angles])
    truth = model(np.zeros(2))
    J = np.vstack([grating_jacobian(x, orders=3) for x in angles])
    inverse = np.linalg.pinv(J)
    estimates = []
    for _ in range(TRIALS):
        data = truth + NOISE * rng.standard_normal(truth.size)
        p = np.zeros(2)
        for _ in range(6):
            move = inverse @ (data - model(p))
            p += move
        assert np.max(abs(move)) < 1e-4
        estimates.append(p)
    return np.std(estimates, axis=0, ddof=1) * np.array([HEIGHT, INDEX])


fit_once, fit_pair = fitted_std((0.0,)), fitted_std((0.0, 60.0))
assert np.allclose(fit_once, once[2:], rtol=0.25)
assert np.allclose(fit_pair, pair[2:], rtol=0.25)

print(f"period {PERIOD:.0f} nm, fill {FILL:.2f}, height {HEIGHT:.0f} nm")
print(f"line index {INDEX:.2f}, substrate index {SUBSTRATE:.2f}")
print(f"wavelengths {WAVES[0]:.0f} to {WAVES[-1]:.0f} nm, "
      f"{WAVES.size} points per angle")
print(f"reflectance noise sigma {NOISE:.1e}")
print(f"layer permittivity {FILL * INDEX**2 + 1 - FILL:.4f}")
print(f"matched line index, layer model at 0 deg: {matched_index:.4f}")
for p, error in zip((60, 30), layer_errors):
    print(f"max layer-model error in R, period {p} nm: {error:.5f}")
for angle, gamma, part, J in zip((0, 60), gammas, parts, (J0, J60)):
    phi = np.degrees(np.arccos(column_cosine(J)))
    print(f"{angle} deg: layer gamma {gamma:.4f}, grating G {part[1]:.4f}")
    print(f"{angle} deg: A {part[0]:.4f}, S {part[2]:.5f}, "
          f"column angle {phi:.2f} deg")
print(f"column angle, 0 and 60 deg stacked: "
      f"{np.degrees(np.arccos(column_cosine(both))):.2f} deg")
print("plan: kappa, correlation, std h (nm), std n")
for name, x in results.items():
    print(f"{name}: {x[0]:.2f}, {x[1]:.5f}, {x[2]:.4f}, {x[3]:.6f}")
print(f"kappa ratio, 0 deg twice / 0 and 60 deg: {twice[0] / pair[0]:.2f}")
print(f"std h ratio, same plans: {twice[2] / pair[2]:.2f}")
print(f"std n ratio, same plans: {twice[3] / pair[3]:.2f}")
print(f"between-angle term {between:.5f}, total S {total:.5f}")
print(f"between-angle share of total S: {100 * between / total:.1f} %")
print("second angle with 0 deg: kappa, std h (nm), std n")
for angle in (15, 30, 45, 60, 75):
    x = summary(np.vstack((J0, grating_jacobian(float(angle)))))
    print(f"{angle} deg: {x[0]:.2f}, {x[2]:.4f}, {x[3]:.6f}")
print(f"test move: n to {n_new:.4f}, h to {h_new:.3f} nm")
print(f"rms R change at 0 deg, n alone: {change_plain:.6f}")
print(f"rms R change at 0 deg, n and h: {change_hidden:.6f}")
print(f"rms R change at 60 deg, n and h: {change_seen:.6f}")
print(f"fits per plan: {TRIALS}")
print(f"fit std, 0 deg once: h {fit_once[0]:.4f} nm, n {fit_once[1]:.6f}")
print(f"fit std, 0 and 60 deg: h {fit_pair[0]:.4f} nm, n {fit_pair[1]:.6f}")
print(f"matrix example kappa: before {small_result[0]:.2f}, "
      f"after {larger_result[0]:.2f}")
other0 = grating_jacobian(0.0, substrate=3.5)
other60 = grating_jacobian(60.0, substrate=3.5)
print("substrate index 3.5: kappa, std h (nm), std n")
for name, J in (("0 deg twice", np.vstack((other0, other0))),
                ("0 and 60 deg", np.vstack((other0, other60)))):
    x = summary(J)
    print(f"{name}: {x[0]:.2f}, {x[2]:.4f}, {x[3]:.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
period 120 nm, fill 0.50, height 450 nm
line index 1.65, substrate index 2.00
wavelengths 450 to 800 nm, 36 points per angle
reflectance noise sigma 2.0e-04
layer permittivity 1.8613
matched line index, layer model at 0 deg: 1.7321
max layer-model error in R, period 60 nm: 0.00258
max layer-model error in R, period 30 nm: 0.00065
0 deg: layer gamma 0.7314, grating G 0.7528
0 deg: A 9.9121, S 0.02966, column angle 4.16 deg
60 deg: layer gamma 1.2250, grating G 1.2636
60 deg: A 43.9674, S 1.11780, column angle 7.19 deg
column angle, 0 and 60 deg stacked: 11.87 deg
plan: kappa, correlation, std h (nm), std n
0 deg once: 27.56, -0.99737, 0.3944, 0.001916
0 deg twice: 27.56, -0.99737, 0.2789, 0.001355
60 deg once: 15.91, -0.99213, 0.1084, 0.000312
0 and 60 deg: 9.62, -0.97860, 0.0596, 0.000183
kappa ratio, 0 deg twice / 0 and 60 deg: 2.87
std h ratio, same plans: 4.68
std n ratio, same plans: 7.41
between-angle term 2.11099, total S 3.25845
between-angle share of total S: 64.8 %
second angle with 0 deg: kappa, std h (nm), std n
15 deg: 27.80, 0.2776, 0.001322
30 deg: 21.37, 0.2038, 0.000902
45 deg: 13.89, 0.1074, 0.000406
60 deg: 9.62, 0.0596, 0.000183
75 deg: 7.31, 0.0356, 0.000089
test move: n to 1.6665, h to 446.642 nm
rms R change at 0 deg, n alone: 0.004001
rms R change at 0 deg, n and h: 0.000256
rms R change at 60 deg, n and h: 0.005872
fits per plan: 150
fit std, 0 deg once: h 0.3941 nm, n 0.001926
fit std, 0 and 60 deg: h 0.0660 nm, n 0.000200
matrix example kappa: before 20.05, after 63.26
substrate index 3.5: kappa, std h (nm), std n
0 deg twice: 6.47, 0.0332, 0.000165
0 and 60 deg: 8.02, 0.0281, 0.000088
ALL CHECKS PASSED
```
